\section*{Why Initial Sticking Through a Physisorbed State Falls on Heating}

\section{Definitions and conventions}

A molecule that strikes a bare, uniform surface is trapped with probability $\alpha$ in a weakly bound physisorbed state. It comes to the surface temperature $T$ and then leaves by one of two exits: it chemisorbs at rate $k_c$, or it desorbs at rate $k_d$. With $k_B$ the Boltzmann constant,
\begin{equation}
k_c=\nu_c\,e^{-E_c/k_BT},\qquad k_d=\nu_d\,e^{-E_d/k_BT}.
\label{eq:rates}
\end{equation}
Both barriers are measured from the bottom of the physisorption well. Desorption takes the molecule to the vacuum level, at height $E_d$; chemisorption takes it over a barrier top at height $E_c$. When $E_d>E_c$, that top lies below the vacuum level by
\begin{equation}
\Delta=E_d-E_c .
\end{equation}

The initial sticking probability $S_0$ is the number of chemisorption events per incident molecule in the limit of zero coverage. Three assumptions hold unless stated otherwise: chemisorption is not reversed during the measurement, every chemisorbed molecule has passed through the thermalised physisorbed state, and $\alpha$, $\nu_c$, $\nu_d$ do not depend on $T$. Only the surface is heated; the gas temperature stays fixed.

\section{Sticking is a competition}

Let $P(t)$ be the probability that a trapped molecule is still physisorbed a time $t$ after trapping. Both exits deplete it, so
\begin{equation}
\frac{dP}{dt}=-(k_c+k_d)P,\qquad P(0)=1,\qquad P(t)=e^{-(k_c+k_d)t}.
\end{equation}
The probability of chemisorbing between $t$ and $t+dt$ is $k_cP(t)\,dt$. Summing over all times and multiplying by the trapping probability gives
\begin{equation}
S_0=\alpha\int_0^\infty k_c\,e^{-(k_c+k_d)t}\,dt=\frac{\alpha k_c}{k_c+k_d}.
\label{eq:branch}
\end{equation}

A steady flux $F$ leads to the same result. The physisorbed population $n$ per unit area obeys $dn/dt=\alpha F-(k_c+k_d)n$, which settles at $n=\alpha F/(k_c+k_d)$. The chemisorption rate per unit area is $k_cn$, and $k_cn/F$ is again Eq.~\eqref{eq:branch}. Hopping between equal sites does not alter it, because both exit rates are the same wherever the molecule goes.

To see how an activated step can become less likely on heating, write the result with the mean residence time $\tau$:
\begin{equation}
S_0=\alpha\,k_c\,\tau,\qquad \tau=\frac{1}{k_c+k_d}.
\label{eq:ktau}
\end{equation}
Thermal activation of chemisorption means that $k_c$, the rate per physisorbed molecule, rises on heating. Sticking also depends on how long the molecule stays available for reaction, and heating shortens that time. If desorption has the higher barrier, its rate grows by the larger factor, and the fraction that chemisorbs falls.

\section{The sign and size of the temperature dependence}

Dividing numerator and denominator of Eq.~\eqref{eq:branch} by $k_c$ and inserting Eq.~\eqref{eq:rates} gives
\begin{equation}
S_0=\frac{\alpha}{1+r},\qquad
r=\frac{k_d}{k_c}=\frac{\nu_d}{\nu_c}\,e^{-\Delta/k_BT}.
\label{eq:S}
\end{equation}
The separate barriers have dropped out; their difference remains. To find the slope, take logarithms:
\begin{equation}
\ln S_0=\ln\alpha-\ln(1+r),\qquad
\ln r=\ln\frac{\nu_d}{\nu_c}-\frac{\Delta}{k_BT}.
\end{equation}
The second relation gives $d\ln r/dT=\Delta/(k_BT^2)$. Since $dr=r\,d\ln r$, the first gives
\begin{equation}
\frac{d\ln S_0}{dT}=-\frac{r}{1+r}\,\frac{d\ln r}{dT}
=-\frac{r}{1+r}\,\frac{\Delta}{k_BT^2}.
\end{equation}
Finally $r/(1+r)=1-1/(1+r)=1-S_0/\alpha$, the fraction of trapped molecules that desorb. The apparent activation energy of sticking is therefore
\begin{equation}
E_{\rm app}\equiv k_BT^2\frac{d\ln S_0}{dT}
=-\left(1-\frac{S_0}{\alpha}\right)(E_d-E_c).
\label{eq:slope}
\end{equation}
The bracket is positive at any finite temperature. Within the stated assumptions, $S_0$ thus falls on heating if $E_d>E_c$, rises if $E_d<E_c$, and is constant if the barriers are equal.

The same result shows how the two factors in Eq.~\eqref{eq:ktau} compete. The factor $k_c$ contributes $k_BT^2\,d\ln k_c/dT=E_c$. For the residence time, $dk_i/dT=k_iE_i/(k_BT^2)$ with $i=c,d$, so
\begin{equation}
k_BT^2\frac{d\ln\tau}{dT}=-\frac{k_cE_c+k_dE_d}{k_c+k_d}.
\end{equation}
The loss of residence time carries the mean barrier of the two exits, weighted by their use. If $E_d>E_c$, this mean exceeds $E_c$, so the loss outweighs the gain.

\subsection*{Cold and hot limits}

For $\Delta>0$, cooling sends $r$ to zero and $S_0$ to $\alpha$: nearly every trapped molecule finds the lower barrier before it can desorb. In the limit $k_BT\gg\Delta$, the exponential tends to one and
\begin{equation}
S_0\to\frac{\alpha}{1+\nu_d/\nu_c}.
\end{equation}
The model does not send sticking to zero. When $\Delta$ is a sizeable fraction of $E_d$, as in the example below, this limit is only formal, because a thermalised physisorbed state loses its meaning once $k_BT$ approaches the well depth. When $\Delta\ll E_d$, it can be approached while that state is still well defined. Sticking has dropped to $\alpha/2$ when $r=1$, that is, when $\Delta/k_BT=\ln(\nu_d/\nu_c)$:
\begin{equation}
T_{1/2}=\frac{E_d-E_c}{k_B\ln(\nu_d/\nu_c)} .
\end{equation}
For $\Delta>0$ this temperature exists only if $\nu_d>\nu_c$; otherwise $r$ stays below one.

\section{How large the fall is}

Take $E_d=0.40$~eV, $E_c=0.28$~eV, $\nu_d=10^{13}$~s$^{-1}$, $\nu_c=10^{12}$~s$^{-1}$ and $\alpha=1$, with the gas at 300~K. These are round parameters, loosely motivated by disilane on clean silicon, a system used for atomic-layer growth of silicon. Neither the barriers nor the prefactors are measured values. The ratio $\nu_d/\nu_c=10$ is chosen for illustration and may be much larger for a polyatomic molecule, so the numbers below should not be read as sticking probabilities of disilane.

At 300~K, $k_BT=0.02585$~eV, so
\begin{equation}
r=10\,e^{-0.12/0.02585}=0.096,\qquad S_0=\frac{1}{1.096}=0.91.
\end{equation}
At 700~K, $k_BT=0.06032$~eV, so
\begin{equation}
r=10\,e^{-0.12/0.06032}=1.37,\qquad S_0=\frac{1}{2.37}=0.42.
\end{equation}
The half-way point is 605~K. Between 300 and 700~K, $k_c$ rises by a factor of 487, while the residence time falls by a factor of 1053, from 46~ns to 44~ps. Their product explains the change in sticking: $487/1053=0.46$.

Heating one exit at a time separates the causes. If $k_c$ takes its 700~K value while $k_d$ keeps its 300~K value, $S_0$ rises to 0.9998. If $k_d$ alone is heated, $S_0$ drops to 0.0015. The activation of chemisorption therefore softens the fall greatly, from 0.0015 to 0.42, but does not cancel it.

The apparent activation energy is $-0.011$~eV at 300~K and $-(1-0.422)\times0.12=-0.069$~eV at 700~K. Neither value is a barrier. At 300~K only about 9\% of trapped molecules desorb, so a small relative change in $k_d$ produces a relative change in $S_0$ only about 0.09 times as large, with opposite sign.

Exchanging the two barriers, with the prefactors kept, reverses the trend: $S_0$ rises from 0.00096 at 300~K to 0.013 at 700~K. The barrier top then lies above the vacuum level, and most trapped molecules desorb.

\section{When the rule fails}

\subsection*{Prefactors and trapping that depend on temperature}

Let $\nu_d/\nu_c$ vary as $T^n$, and let $\alpha$ vary too. Then $\ln r$ gains a term $n\ln T$, whose derivative is $n/T$, and $\ln\alpha$ no longer drops out. Multiplying by $k_BT^2$ as before,
\begin{equation}
E_{\rm app}=k_BT^2\frac{d\ln\alpha}{dT}
-\left(1-\frac{S_0}{\alpha}\right)\left(E_d-E_c+nk_BT\right).
\label{eq:general}
\end{equation}
If the energies are instead local Arrhenius slopes of the two rate constants, the term $nk_BT$ is already contained in them and must not be added again.

With the barriers and the 300~K prefactor ratio held fixed, $n=-1$ changes $S_0$ at 700~K from 0.42 to 0.63, and $n=+1$ changes it to 0.24. At 700~K these shifts are larger than those found below for trapping, tunnelling and half-blocked sites with a mobile precursor, and about as large as that from Langmuir half-blocking. For constant $\alpha$ and $n=-1$, sticking passes through a minimum at $T=\Delta/k_B=1393$~K. For $n=-2$ the reversal comes at $\Delta/2k_B=696$~K, inside the range of the example. A barrier difference of 0.12~eV thus does not fix the sign throughout this range if the prefactor ratio falls as steeply as $T^{-2}$. Such an exponent is not extreme. A rough transition-state estimate lets disilane translate and rotate freely when it desorbs, and turns these five motions into vibrations of 30 to 200~cm$^{-1}$ at the chemisorption barrier. It gives $\nu_d/\nu_c$ of order $10^2$ to $10^5$ at 300~K and an effective $n$ between about $-1$ and $-2.3$ from 300 to 700~K.

Trapping can be estimated by letting a rigid molecule strike, once and elastically, a thermally moving cube with the mass of three silicon atoms. This gives $\alpha$ above 0.99 at both 300 and 700~K. The result depends on the chosen mass: a cube of ten silicon atoms gives 0.99 at 300~K and 0.93 at 700~K. The estimate thus suggests that $\alpha$ changes much less than $S_0$ in the example, but it omits molecular orientation and internal motion.

\subsection*{Smaller corrections in the example}

If chemisorption involves hydrogen transfer, tunnelling raises $k_c$. For an assumed barrier frequency of 1000~cm$^{-1}$, the Wigner factor is 1.96 at 300~K and 1.18 at 700~K, and $S_0$ becomes 0.95 and 0.46. The fall remains. The 300~K factor is only indicative, since the correction is as large as the term it corrects.

With an assumed energy relaxation time of 3~ps, about 7\% of trapped molecules would leave before that time at 700~K, if they left at the thermal rates. Molecules that are still hot may react or desorb faster, and reaction on first impact is also possible because the barrier top lies below the vacuum level. These direct events are not included in $S_0$ here.

An assumed barrier of 2.0~eV for leaving the chemisorbed state, with prefactor $10^{13}$~s$^{-1}$, makes return negligible: at $10^{-6}$~Torr and 700~K, at most 0.25\% returns during the 0.063~s needed to fill 1\% of the sites.

\subsection*{The real surface and finite coverage}

Disilane leaves hydrogen on silicon, and that hydrogen blocks sites throughout the temperature range of the example. Even at 700~K it leaves slowly: a desorption barrier of 2.48~eV with prefactor $2\times10^{15}$~s$^{-1}$, representative of hydrogen on Si(100), gives a mean lifetime of about six minutes. A growing surface therefore breaks the bare-surface assumption. Suppose a fraction $\theta$ of sites is blocked, trapping and desorption are unchanged on blocked sites, and molecules hop over many sites before leaving. The average chemisorption rate is then $(1-\theta)k_c$, and
\begin{equation}
S(\theta)=\frac{\alpha(1-\theta)k_c}{(1-\theta)k_c+k_d}
=\frac{\alpha}{1+r/(1-\theta)} .
\end{equation}
For $\theta=0.5$, sticking is $1/(1+0.193)=0.84$ at 300~K and $1/(1+2.74)=0.27$ at 700~K. Simple Langmuir blocking would halve the bare-surface values, to 0.46 and 0.21. The mobile precursor hides site blocking when cold and reveals it when hot. The choice $\alpha=1$ is the upper limit for any surface, and $10^{-6}$~Torr is far below the pressure of many deposition reactors. The physisorbed population is $1.7\times10^{-8}$ per site at 300~K and grows in proportion to pressure while it remains small, so at 1~Torr it would be about 0.02 per site while the surface is still bare. At that pressure the chemisorption sites fill within a few microseconds; the residence time then rises about elevenfold to $1/k_d\approx0.5~\mu$s, and the population to roughly 0.2 per site, which is no longer small.

\section{What to do in practice}

\textbf{Measure the right quantity.} Vary the surface temperature at fixed gas temperature, and take the uptake at low coverage. Rearranging Eq.~\eqref{eq:S} gives
\begin{equation}
\ln\left(\frac{\alpha}{S_0}-1\right)=\ln\frac{\nu_d}{\nu_c}-\frac{E_d-E_c}{k_BT}.
\end{equation}
For constant $\alpha$ and prefactors, a plot against $1/T$ is a straight line of slope $-(E_d-E_c)/k_B$. It yields the barrier difference and the prefactor ratio, but neither barrier separately. A second measurement, such as the desorption rate of the physisorbed state, is needed for that.

\textbf{Determine $\alpha$ with care.} It can be read from the cold plateau, if there is one. In the example, using $\alpha=0.98$ instead of 1 changes $\alpha-S_0$ at 300~K from 0.088 to 0.068. The two-point barrier difference from 300 and 700~K then comes out as 0.130~eV instead of 0.120~eV. Between 300 and 700~K in the example, the points closest to the plateau carry the largest error.

\textbf{Adjust the exposure.} If the surface must be hotter for film quality or to remove ligands, the initial exposure has to grow as $1/S_0$ to give the same small uptake. From 300 to 700~K this is a factor $0.912/0.422=2.2$ in the example. Filling the whole surface needs the coverage dependence as well.

\textbf{Read the trend cautiously.} Falling sticking does not show that chemisorption is unactivated. Rising sticking does not by itself prove $E_c>E_d$, since Eq.~\eqref{eq:general} and direct reaction offer other causes.

\section*{Values computed for the example and the checks}
\begin{verbatim}
desorption barrier E_d = 0.40 eV
chemisorption barrier E_c = 0.28 eV
barrier difference E_d - E_c = 0.12 eV
prefactors nu_d, nu_c = 1e+13, 1e+12 1/s
trapping probability alpha = 1.0; gas at 300 K
T (K) | k_B T (eV) | k_c (1/s) | k_d (1/s) | residence time (s)
300 | 0.02585 | 1.978e+07 | 1.907e+06 | 4.611e-08
400 | 0.03447 | 2.966e+08 | 9.125e+07 | 2.578e-09
500 | 0.04309 | 1.506e+09 | 9.293e+08 | 4.107e-10
600 | 0.05170 | 4.447e+09 | 4.367e+09 | 1.135e-10
700 | 0.06032 | 9.640e+09 | 1.319e+10 | 4.381e-11
T (K) | k_d/k_c | S0 | apparent activation energy (eV)
300 | 0.0964 | 0.9121 | -0.0106
400 | 0.3077 | 0.7647 | -0.0282
500 | 0.6172 | 0.6183 | -0.0458
600 | 0.9818 | 0.5046 | -0.0595
700 | 1.3678 | 0.4223 | -0.0693
Changes from 300 K to 700 K:
k_c rises by factor 487.4
k_d rises by factor 6915.6
residence time falls by factor 1052.6
S0 is multiplied by 0.4630
S0 with only chemisorption heated to 700 K = 0.99980
S0 with only desorption heated to 700 K = 0.00150
half-way temperature = 604.8 K
hot limit of S0 = 0.0909
E_d - E_c recovered from S0 at 300 and 700 K = 0.1200 eV
barriers exchanged: S0 at 300 K = 0.00096
barriers exchanged: S0 at 700 K = 0.01349
Neglected effects:
nu_d/nu_c as T^-1, fixed at 300 K: S0(700 K) = 0.6304
nu_d/nu_c as T^+1, fixed at 300 K: S0(700 K) = 0.2386
minimum of S0 for T^-1 prefactor ratio at 1393 K
slope reversal for T^-2 prefactor ratio at 696 K
masses: molecule 62.2 u, cube 84.3 u
hard-cube trapping at 300, 700 K = 1.00000, 0.99835
tunnelling wavenumber = 1000 1/cm; Wigner factors at 300, 700 K = 1.96, 1.18
S0 with tunnelling, 300, 700 K = 0.9531, 0.4623
relaxation time = 3 ps; residence time at 700 K = 43.8 ps
fraction leaving before relaxation at 700 K = 0.066
pressure = 1e-06 Torr; flux = 2.571e+14 1/(cm2 s)
site density = 6.8e+14 1/cm2
physisorbed molecules per site at 300 K = 1.74e-08
time to chemisorb on 1% of sites at 700 K = 0.0626 s
return barrier = 2.0 eV; fraction returning in that time at 700 K, upper bound = 2.50e-03
\end{verbatim}
